Inversion electrons in a thin fin can peak at midplane

Take a semiconductor film of thickness t between two identical gates at the same voltage: the cross-section of a tall, thin fin. Let x run from −t/2 to t/2. The mirror symmetry makes the electron density n(x) even, so n'(0) = 0, and the midplane is either a maximum or a minimum of n. (A vanishing second derivative marks the changeover.)

Dimensional analysis says what decides between the two. In Hartree atomic units (ħ = e = m_e = 4πε₀ = 1), confinement sets an energy 1/(mt²), where m is the effective mass across the film. A sheet density N in a medium of permittivity κ sets an electrostatic energy 4πNt/κ. If one subband holds all the electrons and they interact through their mean electrostatic field, no other energy shapes the profile. The profile can then depend only on the ratio

g = 4πNmt³/κ.

If the midplane changes from maximum to minimum at some value g_c, the corresponding density is

N_c = g_c κ/(4πmt³).

As long as one subband holds all the electrons, halving the thickness raises N_c eightfold. What remains is to find g_c, to see what other subbands do, and to compare the result with threshold.

**The belief and its appeal**

The belief is that once a double-gate transistor is above threshold, its electrons form two layers, one near each gate, with a minimum between them. The reasoning behind it is sound electrostatics joined to a local picture of the electrons.

Let the film be undoped, and let V(x) be the potential energy of an electron. Poisson's equation for the electrostatic potential φ is φ'' = −4πρ/κ. Here ρ = −n and V = −φ, so

V'' = −4πn/κ.

Since V'(0) = 0 by symmetry, integration from the midplane gives

V'(x) = −(4π/κ) ∫₀ˣ n dx' < 0 for x > 0.

The potential energy is highest at midplane and lowest at the interfaces. If the density depends only on the local potential, n = f(μ − V) with f increasing and μ the Fermi level, it must be largest at the interfaces.

For Boltzmann statistics the profile can be written down. Put V(0) = 0, n = n0 exp(−V/kT) and χ = −V/kT. Poisson's equation becomes

χ'' = 2β² exp(χ), with β² = 2πn0/(κkT).

The function χ = −2 ln cos(βx) has χ' = 2β tan(βx) and χ'' = 2β²/cos²(βx) = 2β² exp(χ). It also satisfies χ(0) = χ'(0) = 0, so it is the solution, and

n = n0/cos²(βx).

Half of the electrons lie on each side of midplane, so V'(t/2) = −2πN/κ. Equating this to −kTχ'(t/2) gives

N = (κkTβ/π) tan(βt/2).

The classical ratio of midplane to interface density is therefore cos²(βt/2), which is below one at any N > 0.

The flaw is the local law. It requires V to vary little over an electron's wavelength, and in a film a few nanometres thick the lowest state has a half-wavelength comparable with the whole film.

**What the wave equation says**

Treat the interfaces as hard walls, so that ψ(±t/2) = 0. The density then vanishes at the interfaces, and "interface peaks" can only mean maxima near them. With one filled subband, n = Nψ0², where

−ψ0''/(2m) + Vψ0 = E0ψ0, or ψ0'' = 2m(V − E0)ψ0.

Differentiating the density twice gives n'' = 2N(ψ0'² + ψ0ψ0''). At midplane ψ0' = 0, and hence

n''(0) = 4mN ψ0(0)² [V(0) − E0].

The midplane is a maximum if the subband energy lies above the top of the potential hump.

This local statement settles the whole profile. Choose ψ0 > 0. If E0 > V(0), then E0 > V(x) everywhere, because V(0) is the highest value. So ψ0'' < 0 throughout the film, and ψ0 falls steadily from midplane to each wall: there is one maximum. If E0 < V(0), ψ0 first rises away from midplane. It must bend over later to reach zero at the wall, and since V falls steadily, V − E0 changes sign once on each side. There are then two maxima with a minimum between them. At equality the single maximum is still at midplane, but its top is flat to second order.

**The changeover number**

Write s = x/t, ψ0 = u/√t, V = v/(mt²) and E0 = e/(mt²). The two equations become

u'' = 2(v − e)u, v'' = −g u².

At the changeover v(0) = e. Substitute u(s) = A y(z) and v − e = λ² w(z), with z = λs. The first equation becomes y'' = 2wy. The second becomes λ⁴w'' = −gA²y², so the choice gA² = λ⁴ leaves a problem without parameters:

y'' = 2wy, w'' = −y², y(0) = 1, w(0) = 0, y'(0) = w'(0) = 0.

Let y first vanish at z = ζ. This must be the wall, s = 1/2, so λ = 2ζ. Normalization requires

1 = ∫u² ds = (2A²/λ) ∫₀^ζ y² dz = (2A²/λ) |w'(ζ)|,

where the last step integrates w'' = −y². Hence A² = λ/(2|w'(ζ)|), and

g_c = λ⁴/A² = 2λ³|w'(ζ)| = 16ζ³|w'(ζ)|.

Numerical integration gives ζ = 2.01808 and w'(ζ) = −1.35958, so

g_c = 16 × 2.01808³ × 1.35958 = 178.8.

Because the parameter-free problem has one solution, there is one changeover. Repeated self-consistent diagonalization at two thicknesses reproduces this N_c to within 0.1% of the predicted value, with one maximum 5% below it and two maxima 5% above it (the maxima were counted at the smaller thickness).

A weak-bending estimate shows where the size of g_c comes from. In a flat well u² = 2cos²(πs) = 1 + cos(2πs), and e = π²/2. Integrating v'' = −gu² twice gives

v(s) − v(0) = −g{s²/2 + [1 − cos(2πs)]/(4π²)}.

To first order, the energy shift is the average of this potential over u². The averages needed are ⟨s²⟩ = 1/12 − 1/(2π²) and ⟨cos(2πs)⟩ = 1/2, so

e − v(0) = π²/2 − g[1/24 − 1/(8π²)] = π²/2 − 0.0290g.

This vanishes at g = 170.2, about 5% below the full one-subband value. The number is large because the subband energy, which starts π²/2 above the midplane potential, approaches it by only 0.0290 for each unit of g.

The same potential gives v(1/2) − v(0) = −g[1/8 + 1/(2π²)]. Subtracting it yields the energy relative to the interface, which is needed for threshold:

e − v(1/2) = π²/2 + g[1/12 + 5/(8π²)] = π²/2 + 0.1467g.

**The second subband**

At finite temperature or high density, more subbands fill. Subband i, with edge E_i, holds

N_i = D kT ln{1 + exp[(μ − E_i)/kT]},

where D is its constant in-plane density of states. The states alternate between even and odd. An even state contributes to n''(0) as before. An odd state has ψ_i(0) = 0 but a finite slope, so in n'' = 2N_i(ψ_i'² + ψ_iψ_i'') the first term survives:

n''(0) = Σ_even 4mN_iψ_i(0)²[V(0) − E_i] + Σ_odd 2N_iψ_i'(0)².

The odd sum is positive. The second subband therefore works towards a midplane minimum, even without a potential hump. In a flat well, with θ = 2πx/t,

t n = N0(1 + cos θ) + N1(1 − cos 2θ).

The second derivative with respect to θ at midplane is −N0 + 4N1, so with only these two subbands filled, a dip appears once N1 exceeds N0/4. A third subband, being even, works against the dip: its term N2(1 + cos 3θ) adds −9N2 to the second derivative. With a hump present, the ground state has less negative curvature to offer, and a smaller N1 suffices.

**What "above threshold" means**

Threshold needs a definition before it can be compared with N_c. Each gate balances half the electron charge, so the field in each oxide is 2πN/κ_ox. Apart from a constant, the gate drive, expressed as an energy, is

U = μ − V(t/2) + 2πN t_ox/κ_ox.

If the oxide term acted alone, dN/dU would equal κ_ox/(2πt_ox); call this the oxide limit. Define threshold as the point where dN/dU reaches half of it. There the other two terms contribute as much as the oxide:

d[μ − V(t/2)]/dN = 2πt_ox/κ_ox.

With one subband, inverting the occupation formula gives μ − E0 = kT ln[exp(N/(DkT)) − 1]. Differentiating this, and adding the weak-bending result for E0 − V(t/2) with g/(mt²) = 4πNt/κ, turns the left side into

1/{D[1 − exp(−N/(DkT))]} + (4πt/κ) × 0.1467.

**A film of 60 bohr**

Take round model parameters, close to the lowest valley pair of a silicon film with (100) faces: m = 0.9, in-plane mass 0.2, two equivalent valleys, κ = 12, κ_ox = 4, t_ox = 20 bohr and 300 K, for which kT = 0.950 mHa. The film thickness is 60 bohr, or 3.18 nm. Counting both spins and both valleys gives D = 2 × 0.2/π = 0.1273 per Ha bohr².

The oxide side of the threshold condition is 2π × 20/4 = 31.4 Ha bohr². The electrostatic term on the left is (4π × 60/12) × 0.1467 = 9.2, which leaves 22.2 for the filling term. Thus 1 − exp(−N/(DkT)) = 1/(0.1273 × 22.2) = 0.354, and N = 0.437 DkT = 5.28×10⁻⁵ bohr⁻². The self-consistent calculation with all relevant subbands gives 5.20×10⁻⁵ bohr⁻², or 1.86×10¹² cm⁻².

Now put N = 2.00×10⁻⁴ bohr⁻² = 7.14×10¹² cm⁻² in the film. This is 3.84 times the threshold density and lies 0.214 V above threshold in gate voltage. The classical formula gives β = 0.03395 bohr⁻¹ and a midplane density of cos²(0.03395 × 30) = 0.275 times the interface density: two layers. The electrons are degenerate at this density, so Boltzmann statistics exaggerate the contrast, but any local law with f increasing still puts the maxima at the interfaces.

The self-consistent quantum profile has one maximum, at midplane. Relative to that maximum, the density is 0.898 at 7.5 bohr, 0.596 at 15 bohr and 0.199 at 22.5 bohr. The potential does favour the interfaces, by 2.148 mHa or about 2.3 kT, but the ground subband lies 1.168 mHa above the top of the hump. The second subband holds only 0.029 times as many electrons as the first. In the curvature sum, the even states contribute −2.556×10⁻⁸ bohr⁻⁵ and the odd states +0.382×10⁻⁸ bohr⁻⁵. Their sum, −2.174×10⁻⁸ bohr⁻⁵, agrees with the curvature taken directly from the profile. This density is a counterexample to the belief within the model.

**Where the two layers return**

The one-subband formula puts the changeover at

N_c = 178.8 × 12/(4π × 0.9 × 60³) = 8.78×10⁻⁴ bohr⁻².

The full calculation puts it much lower, at 4.67×10⁻⁴ bohr⁻² = 1.67×10¹³ cm⁻². That is 9.0 times threshold, at an overdrive of 0.555 V. At this point E0 is still 0.750 mHa above V(0), so the ground subband alone would still peak at midplane. The positive odd contribution cancels its curvature, with N1/N0 = 0.130. This is below the flat-well value of 1/4, as expected when a hump is present. The one-subband formula and its cube law apply only if the second subband stays nearly empty up to the changeover. Here it does not, and the formula overestimates the changeover density by a factor of 1.9. Thinning the film does not cure this. At the density the formula predicts, the energy needed to fill one subband, about N_c/D, grows as 1/t³, while the subband spacing grows only as 1/t². In a very thin film the second subband therefore fills before that density is reached, and the true changeover density rises more slowly than the cube law says. Thickening the film does not cure it at 300 K either, because the spacing then becomes comparable with kT. The overestimate is smallest, about 1.9, near 50 to 60 bohr; it is 2.5 at 30 bohr, 2.4 at 80 bohr and 4.1 at 100 bohr. With these parameters the formula would need a low temperature and a film thicker than about 130 bohr.

Thickness matters as well as gate voltage. At the sheet density of the earlier example, 2.00×10⁻⁴ bohr⁻², a film of 200 bohr (10.58 nm) has its highest density about 25.5 bohr from an interface (the nearest mesh point in the output is at 25.7), and its midplane density is 0.247 of that peak. The two-layer picture is appropriate there, although the peaks stand well away from the walls. The range above threshold with a midplane maximum closes well before that thickness. The changeover lies at 2.7 times threshold at 80 bohr and at 0.76 times threshold at 100 bohr (5.3 nm), so in this model the belief already holds at 100 bohr.

In the opposite limit, let t shrink at fixed N and temperature. Then g falls as t³, while the flat-well spacing E1 − E0 = 3π²/(2mt²) grows and empties the second subband. Both causes of a midplane minimum disappear. The one-subband threshold density meanwhile tends to a finite value, because its thickness-dependent term vanishes as t. For this oxide, the range above threshold with a midplane maximum therefore widens as the film thins, as long as the effective-mass model holds. In a real device the oxide field, 2πN/κ_ox, limits how much of this range can be used. At the changeover in the 60-bohr film it is already 3.8 MV/cm, and silicon dioxide breaks down at roughly 10 MV/cm.

**How far the argument reaches**

The sign rule for one subband is sturdier than the number g_c. Uniform ionized acceptors add negative charge and leave V'' negative, so the rule survives while g_c changes. If the wave function leaks slightly into the oxide, the density at the interface is no longer zero, but E0 > V(0) still makes ψ0 concave throughout the film. Unequal gates remove the symmetry, and the midplane then has no special status.

The densities quoted belong to a mean-field model. It omits exchange and correlation, leakage into the oxide, other valley families, nonparabolic bands, interface roughness and the top gate of a real fin. These shift the changeover by far more than the digits shown. In the 60-bohr film a 3.1 eV barrier with an oxide mass of 0.5 lowers it by about 16%, although less than 0.1% of the charge enters the oxide. Adding the four valleys with light confinement mass raises it by about 13%. Fin sidewalls are commonly (110) faces, where the lowest valleys have a confinement mass near 0.315; with those masses the changeover is about six times higher, beyond oxide breakdown. The numbers are therefore not predictions for a particular device. The numerical output below gives the remaining digits.

Numbers as computed

```
confinement mass 0.9, in-plane mass 0.2 (electron masses)
valleys 2, film kappa 12.0, oxide kappa 4.0
film thickness 60 bohr = 3.18 nm
oxide thickness 20 bohr, temperature 300 K
thermal energy kT 0.9500 mHa
density of states per subband 0.1273 per Ha bohr^2
first zero zeta 2.01808, slope w'(zeta) -1.35958
universal changeover number g_c 178.788
weak-bending coefficient, midplane 0.02900
weak-bending coefficient, surface 0.14666
weak-bending estimate of g_c 170.16
threshold density, full 5.204e-05 bohr^-2 = 1.858e+12 cm^-2
threshold density, formula 5.281e-05 bohr^-2 = 1.886e+12 cm^-2
example density 2.000e-04 bohr^-2 = 7.142e+12 cm^-2
changeover density, full 4.671e-04 bohr^-2 = 1.668e+13 cm^-2
changeover density, one subband 8.782e-04 bohr^-2 = 3.136e+13 cm^-2
example density / threshold density 3.84
full changeover / threshold density 8.97
example overdrive 7.882 mHa/e = 0.214 V
changeover overdrive 20.380 mHa/e = 0.555 V
example E0-V(0) 1.168 mHa, E1-V(0) 5.360 mHa
example mu-V(0) 2.481 mHa
example V(0)-V(surface) 2.148 mHa
example N1/N0 0.0294
curvature n''(0), even states -2.556e-08 bohr^-5
curvature n''(0), odd states 3.818e-09 bohr^-5
curvature n''(0), from the profile -2.174e-08 bohr^-5
midplane density 6.077e-06 bohr^-3
example n(x)/n(0) at x = 7.5 bohr: 0.898
example n(x)/n(0) at x = 15.0 bohr: 0.596
example n(x)/n(0) at x = 22.5 bohr: 0.199
at full changeover: E0-V(0) 0.750 mHa
at full changeover: N1/N0 0.1299
classical beta 0.03395 bohr^-1
classical n(midplane)/n(surface) 0.2751
wide film thickness 200 bohr = 10.58 nm
wide film n(midplane)/n(peak) 0.2471
wide film peak distance from interface 25.7 bohr
```
